# The Jackiw-Rebbi Zero State and Which Mass Profiles Have One

## Problem

A particle on a line obeys the Dirac equation with a mass that depends on position. In atomic units ($\hbar=1$, with the speed of light $c$ kept) the Hamiltonian is

$$H=c\,\sigma_x p+m(x)c^2\sigma_z,\qquad p=-i\frac{d}{dx},$$

acting on two-component spinors $\psi(x)$. The function $m(x)$ is real and piecewise continuous. It is a coefficient of the model and may be negative.

(a) For $m(x)=m_0\tanh(x/a)$ with $m_0,a>0$, find the normalized bound state with energy $E=0$.

(b) Does every profile that changes sign have such a state? If not, what must be required of the profile?

## A tempting solution

Set $H\psi=0$:

$$-ic\,\sigma_x\psi'+mc^2\sigma_z\psi=0 .$$

Multiply from the left by $i\sigma_x/c$. In the first term $i(-i)\sigma_x^2=1$. In the second, $\sigma_x\sigma_z=-i\sigma_y$, so the factor is $i(-i)\,mc\,\sigma_y=mc\,\sigma_y$. Hence

$$\psi'=-m(x)c\,\sigma_y\psi .$$

The matrix $\sigma_y$ has the eigenvectors

$$\chi_s=\frac{1}{\sqrt2}\begin{pmatrix}1\\ is\end{pmatrix},\qquad \sigma_y\chi_s=s\chi_s,\qquad s=\pm1 .$$

With $\psi=\varphi_s(x)\chi_s$ the equation becomes $\varphi_s'=-s\,c\,m\,\varphi_s$.

Now let the mass cross zero at $x_0$ with slope $m_1\neq0$. Near the crossing $m\approx m_1(x-x_0)$, and integration gives

$$\varphi_s(x)=\varphi_s(x_0)\exp\!\left[-\tfrac12 s\,c\,m_1(x-x_0)^2\right].$$

Choosing $s$ equal to the sign of $m_1$ makes this a normalizable Gaussian. For the tanh profile $m_1=m_0/a$, so the answer to (a) would be $\exp[-m_0c\,x^2/(2a)]\,\chi_+$. Since the argument used nothing but a crossing, the answer to (b) would be yes, with one zero-energy state for each crossing.

## Where it fails

Everything up to $\varphi_s'=-s\,c\,m\,\varphi_s$ is correct. The fault is the replacement of $m(x)$ by a straight line, followed by a test of normalizability over the whole axis. A straight line has opposite signs at its two ends, whatever the true profile does there. The property that makes the Gaussian normalizable was put in by the approximation.

A profile with two crossings shows the damage:

$$m(x)=m_0\left[1-2\,\mathrm{sech}^2(x/a)\right].$$

It is negative around the origin and tends to $+m_0$ on both sides. The zero-energy equation can be integrated without approximation, because $\int_0^x\mathrm{sech}^2(x'/a)\,dx'=a\tanh(x/a)$:

$$\varphi_s(x)=\varphi_s(0)\exp\{-s\,m_0c\,[x-2a\tanh(x/a)]\}.$$

For $s=+1$ this decays to the right but grows like $e^{m_0c|x|}$ to the left. For $s=-1$ the two sides are exchanged. Neither solution is a bound state, although the local argument promised two.

## Solution of (a)

The general zero-energy solution is $\psi=\varphi_+\chi_++\varphi_-\chi_-$. Because $\chi_+$ and $\chi_-$ are linearly independent, the equation separates into $\varphi_s'=-s\,c\,m\,\varphi_s$ for each $s$, with solution

$$\varphi_s(x)=\varphi_s(0)\exp\!\left[-s\,c\int_0^x m(x')\,dx'\right].$$

For the tanh profile $\int_0^x\tanh(x'/a)\,dx'=a\ln\cosh(x/a)$, and therefore

$$\varphi_\pm(x)=\varphi_\pm(0)\,[\cosh(x/a)]^{\mp\nu},\qquad \nu=m_0ca .$$

The two spinors are also orthogonal, so $\psi^\dagger\psi=|\varphi_+|^2+|\varphi_-|^2$ without a cross term that could cancel a growing part. Since $\varphi_-$ grows at both ends, it must be absent. What remains is

$$\psi(x)=N\,\mathrm{sech}^{\nu}(x/a)\,\frac{1}{\sqrt2}\begin{pmatrix}1\\ i\end{pmatrix}.$$

For the norm, put $t=\tanh(x/a)$. Then $dx=a\,dt/(1-t^2)$ and $\mathrm{sech}^2(x/a)=1-t^2$, so that

$$\int_{-\infty}^{\infty}\mathrm{sech}^{2\nu}(x/a)\,dx=a\int_{-1}^{1}(1-t^2)^{\nu-1}dt .$$

The integrand is even. With $q=t^2$ and $dt=dq/(2\sqrt q)$ on the positive half, the right side is

$$a\int_0^1 q^{-1/2}(1-q)^{\nu-1}dq=a\,B(\tfrac12,\nu)=a\sqrt\pi\,\frac{\Gamma(\nu)}{\Gamma(\nu+\frac12)} .$$

Setting $N^2$ times this integral equal to one gives

$$N^2=\frac{\Gamma(\nu+\frac12)}{a\sqrt\pi\,\Gamma(\nu)} .$$

**Tail.** Far out, $\cosh(x/a)\to\frac12e^{|x|/a}$, so the amplitude falls as $e^{-\nu|x|/a}=e^{-m_0c|x|}$. The decay length $1/(m_0c)$ does not depend on $a$. The Gaussian of the tempting solution has the wrong tail.

**Thin wall.** For $a\to0$ we have $\nu\to0$, $\Gamma(\nu)\to1/\nu$ and $\Gamma(\frac12)=\sqrt\pi$. Hence $N^2\to\nu/a=m_0c$, and the density becomes $m_0c\,e^{-2m_0c|x|}$. The state survives when the mass jumps abruptly from $-m_0$ to $m_0$.

**Thick wall.** For $\nu\gg1$ the density is concentrated at $|x|\ll a$, where $\ln\cosh(x/a)\approx x^2/(2a^2)$. It becomes proportional to $e^{-\nu x^2/a^2}$, with a width of order $a/\sqrt\nu$. This is the square of the local Gaussian. Linearization thus describes the centre of the state in this regime, but it cannot decide whether a state exists.

## Solution of (b)

The answer is no. A sufficient condition is that the mass have opposite signs at the two ends and stay away from zero there. Suppose there are $\mu>0$ and $X>0$ such that

$$m(x)\ge\mu\ \text{ for }x>X,\qquad m(x)\le-\mu\ \text{ for }x<-X .$$

Take $s=+1$. On the right,

$$|\varphi_+(x)|=|\varphi_+(X)|\exp\!\left[-c\int_X^x m\,dx'\right]\le|\varphi_+(X)|\,e^{-\mu c(x-X)} .$$

On the left the integral runs backwards, which changes its sign:

$$|\varphi_+(x)|=|\varphi_+(-X)|\exp\!\left[c\int_x^{-X}m\,dx'\right]\le|\varphi_+(-X)|\,e^{-\mu c(-X-x)} .$$

Both tails are square integrable. Between $-X$ and $X$ the function is continuous on a finite interval, hence bounded, however often $m$ changes sign there. So a zero-energy bound state exists. If the mass is positive on the left and negative on the right, the same proof holds with $m\to-m$ and $s=-1$.

There is no second one. From the general solution, $\varphi_+(x)\varphi_-(x)=\varphi_+(0)\varphi_-(0)=K$, a constant that is non-zero if both parts are present. If both were square integrable, the Cauchy-Schwarz inequality would give, for every $L$,

$$2L|K|=\int_{-L}^{L}|\varphi_+\varphi_-|\,dx\le\|\varphi_+\|\,\|\varphi_-\|,$$

which is impossible as $L\to\infty$.

**Equal signs at the ends.** If $m\ge\mu$ on both sides, $\varphi_+$ grows at least as fast as $e^{\mu c|x|}$ to the left and $\varphi_-$ does so to the right. No zero-energy bound state exists. If $m\le-\mu$ on both sides, the roles of $\varphi_+$ and $\varphi_-$ are exchanged, with the same conclusion.

**Fading mass.** When $m\to0$ at the ends, opposite signs are not enough. Take

$$c\,m(x)=\frac gb\,\frac{x/b}{1+x^2/b^2},\qquad g,b>0,$$

which changes sign once. Its integral from $0$ to $x$ is $\frac g2\ln(1+x^2/b^2)$, so $|\varphi_+|^2\propto(1+x^2/b^2)^{-g}$. This falls as $|x|^{-2g}$ and is integrable when $g>\frac12$, but not when $g\le\frac12$. The other solution grows. For $g=0.4$ there is a sign change and no zero-energy bound state.

The condition that covers all cases is that $\exp[-2sc\int_0^x m\,dx']$ be integrable over the line for one of the two values of $s$.

**What protects the energy.** Since $\sigma_y$ anticommutes with $\sigma_x$ and $\sigma_z$, we have $\sigma_yH=-H\sigma_y$. A state at $E$ therefore has a partner $\sigma_y\psi$ at $-E$, while the zero state is its own partner. The protection is lost if $H$ acquires a term $\Delta\,\sigma_y$ with constant $\Delta$: then $(H+\Delta\sigma_y)\psi=s\Delta\,\psi$, and the level moves to $s\Delta$.

## Numbers

Take round model parameters $m_0c^2=1000$ eV and $a=5$ Å, with $\hbar c=1973.27$ eV Å. With $\hbar$ restored,

$$\nu=\frac{m_0c^2a}{\hbar c}=\frac{1000\times5}{1973.27}=2.534,\qquad \frac{\hbar c}{m_0c^2}=1.973\ \text{Å}.$$

The norm integral is 5.847 Å, so the peak density is $N^2=1/5.847=0.171$ per Å. The density is at half height where $\cosh(x/a)=2^{1/(2\nu)}$, which gives the full width

$$2a\,\mathrm{arccosh}\,2^{1/(2\nu)}=5.35\ \text{Å}=10.11\ \text{bohr}.$$

The probability of finding the particle within $|x|<a$ is 0.955. For a much thinner wall, $a=0.01$ Å, the peak density is 0.503 per Å, close to the limiting value $m_0c^2/(\hbar c)=0.507$ per Å.

The existence statements were tested by integrating the two-component equation inward from both ends and looking for energies at which the two solutions match. The search covered the energies up to 0.999 of the smaller end value of $|m|c^2$, without assuming a zero level.

- The tanh wall has levels at 0, ±796 and ±978 eV. Reversing the sign of the wall leaves these energies unchanged, and the zero state then has $s=-1$.
- An uneven wall, $mc^2=m_0c^2\,[0.25+0.75\tanh z-2.5\,z\,e^{-z^2}]$ with $z=x/a$, runs from −500 eV to 1000 eV and changes sign three times. It has levels at 0 and ±225 eV: one zero state, where the local argument predicts three.
- The profile $m_0[1-2\,\mathrm{sech}^2(x/a)]$ has no zero level. Its levels closest to zero lie at ±26.8 eV.

The last pair suggests what becomes of the two local Gaussians. They sit at crossings of opposite slope and so carry opposite $s$. Both $\sigma_x$ and $\sigma_z$ have zero expectation value in $\chi_\pm$, so the expectation value of $H$ is zero in each of these two trial states, but $H$ can connect one with the other. Their overlap vanishes exactly, because $\chi_+$ and $\chi_-$ are orthogonal. The approximation is to restrict the problem to these two states. With this restriction, a coupling $\epsilon$ gives energies $\pm|\epsilon|$. This is a picture of the splitting, not a calculation of 26.8 eV.

For the fading mass, the norm gained between $X$ and $10X$ scales as $X^{1-2g}$ at large $X$. Each further decade should thus contribute $10^{1-2g}$ times the previous one. The computed ratios are 1.585 for $g=0.4$, where the norm diverges, and 0.100 for $g=1$, where it converges. These values and the level lists appear in the numerical output below.

## Values computed for the example and the checks

```
hbar c = 1973.270 eV angstrom
mass energy M0 = 1000.0 eV
wall length a = 5.0 angstrom
m0 = 0.001957, c = 137.036, a = 9.4486 (atomic units)
exponent nu = 2.5339 (no unit)
amplitude tail length hbar c/M0 = 1.9733 angstrom
norm integral of sech^(2 nu) = 5.8472 angstrom
peak density N^2 = 0.1710 per angstrom
full width at half height = 5.3502 angstrom
full width at half height = 10.1105 bohr
probability in |x| < a = 0.9549
density at x = 0.0 angstrom: 0.17102 per angstrom
density at x = 2.5 angstrom: 0.09305 per angstrom
density at x = 5.0 angstrom: 0.01898 per angstrom
density at x = 10.0 angstrom: 0.00021 per angstrom
thin wall a = 0.01 angstrom: N^2 = 0.5032 per angstrom
thin-wall limit M0/(hbar c) = 0.5068 per angstrom
largest residual of H psi, spinor (1, i): 1.5e-05 eV
largest residual of H psi, spinor (1,-i): 697.9 eV
levels found in the gap by shooting, in eV:
  tanh wall (1 sign changes): -977.55, -795.96, 0.00, 795.96, 977.55
    M at left, right end: -1000.0, 1000.0 eV
  reversed wall (1 sign changes): -977.55, -795.96, 0.00, 795.96, 977.55
    M at left, right end: 1000.0, -1000.0 eV
  uneven wall (3 sign changes): -224.61, 0.00, 224.61
    M at left, right end: -500.0, 1000.0 eV
  equal ends (2 sign changes): -932.77, -882.13, -26.80, 26.80, 882.13, 932.77
    M at left, right end: 1000.0, 1000.0 eV
w/u at zero energy, wall: 1.000000
w/u at zero energy, uneven_wall: 1.000000
w/u at zero energy, reversed_wall: -1.000000
fading mass g = 0.4: norm gain ratio per decade = 1.5849
fading mass g = 1.0: norm gain ratio per decade = 0.1000
```
